# Two interacting adsorption sites: master equation, detailed balance and pair occupancy

**Question**

I am writing a lattice Monte Carlo code for the reversible uptake of a precursor during a dose, and I want to check it on the smallest case with an interaction: two identical neighbouring sites, A and B. Each holds at most one molecule, and a filled pair costs an extra energy $w>0$. The gas has fixed pressure and temperature.

To include the repulsion I multiply the adsorption rate beside a filled site by $e^{-\beta w}$ and the desorption rate there by $e^{+\beta w}$, with $\beta=1/k_BT$. In the long run no net current flows between any two of the four states, so I thought detailed balance was satisfied. Yet the fraction of doubly filled pairs settles well below the value from the Boltzmann weights.

How do I solve the four-state master equation, including its time dependence? Which condition on the rates gives the right pair occupancy? And why did the vanishing currents not warn me?

**Answer**

Your rates count the interaction twice. They do satisfy detailed balance, but with respect to a pair energy $2w$. To see this, keep the rates general until the stationary state is known.

**Rates and target distribution**

An isolated site fills at rate $k_a$ and empties at rate $k_d$. Beside a filled neighbour the rates are

$$k_a'=k_a e^{-a\beta w},\qquad k_d'=k_d e^{b\beta w}.$$

A lone molecule hops to the other site at rate $h$. All adsorption and desorption rates are positive.

Let $\mu$ be the chemical potential of the gas and $\varepsilon$ the free energy of a molecule on an isolated site. With $x=e^{\beta(\mu-\varepsilon)}$, the grand-canonical weights of empty, A only, B only and both filled are

$$1,\quad x,\quad x,\quad x^2e^{-\beta w}.$$

Detailed balance with these weights requires equal forward and backward flux on every link:

- Empty–A: $k_a\cdot 1=k_d\,x$, so $k_a/k_d=x$.
- A–both: $k_a'\,x=k_d'\,x^2e^{-\beta w}$, so $k_a'/k_d'=x\,e^{-\beta w}$.
- A–B: $h\,x=h\,x$, which holds for any $h$.

The links through B give the same conditions. Since the chosen rates have $k_a'/k_d'=x\,e^{-(a+b)\beta w}$, the second condition means $a+b=1$ when $w\neq0$. You used $a=b=1$.

**The four equations**

Let $p_0,p_A,p_B,p_2$ be the probabilities of the four states. Counting gains and losses,

$$\begin{aligned}
\dot p_0&=-2k_ap_0+k_d(p_A+p_B),\\
\dot p_A&=k_ap_0-(k_d+k_a'+h)p_A+hp_B+k_d'p_2,\\
\dot p_B&=k_ap_0-(k_d+k_a'+h)p_B+hp_A+k_d'p_2,\\
\dot p_2&=k_a'(p_A+p_B)-2k_d'p_2.
\end{aligned}$$

The factors 2 appear because either site can fill in the empty state, and either can empty in the full one. The right-hand sides add to zero, so total probability stays 1.

Define $S=p_A+p_B$ and $D=p_A-p_B$. Subtracting the third equation from the second cancels the $p_0$ and $p_2$ terms:

$$\dot D=-(k_d+k_a'+2h)D,\qquad D(t)=D(0)e^{-(k_d+k_a'+2h)t}.$$

The other equations contain $p_A$ and $p_B$ through $S$ alone, and hopping conserves $S$. So $h$ affects how fast A and B become equally filled, but not the pair occupancy.

Now insert $S=1-p_0-p_2$ into the first and last equations:

$$\begin{aligned}
\dot p_0&=k_d-(2k_a+k_d)p_0-k_dp_2,\\
\dot p_2&=k_a'-k_a'p_0-(k_a'+2k_d')p_2.
\end{aligned}$$

The coefficients form the matrix

$$M=\begin{pmatrix}2k_a+k_d&k_d\\k_a'&k_a'+2k_d'\end{pmatrix}.$$

**Stationary state**

Setting the derivatives to zero gives $M(P_0,P_2)^T=(k_d,k_a')^T$. The determinant is

$$\begin{aligned}
\Delta&=(2k_a+k_d)(k_a'+2k_d')-k_dk_a'\\
&=2(k_ak_a'+2k_ak_d'+k_dk_d')>0,
\end{aligned}$$

so the solution is unique. Cramer's rule gives

$$P_0=\frac{k_d(k_a'+2k_d')-k_dk_a'}{\Delta}=\frac{2k_dk_d'}{\Delta},$$

$$P_2=\frac{(2k_a+k_d)k_a'-k_a'k_d}{\Delta}=\frac{2k_ak_a'}{\Delta}.$$

The remainder is $S=1-P_0-P_2=4k_ak_d'/\Delta$, shared equally by A and B because $D$ has decayed. Divide the numerator and denominator of $P_2$ by $2k_dk_d'$:

$$P_2=\frac{x\,(k_a'/k_d')}{1+2x+x\,(k_a'/k_d')}.$$

With the detailed-balance ratio $k_a'/k_d'=xe^{-\beta w}$ this becomes

$$\boxed{P_2=\frac{x^2e^{-\beta w}}{Z},\qquad Z=1+2x+x^2e^{-\beta w}.}$$

This is the normalized Boltzmann weight of the filled pair, exact for the two-site model. Very strong repulsion, $\beta w\to\infty$ at fixed $x$, gives $P_2\to0$. At fixed $w$, raising the pressure so that $x\to\infty$ gives $P_2\to1$: repulsion shifts double filling to higher pressure but does not forbid it.

**Why the currents did not warn you**

Test the links with the general stationary state, before imposing any condition on $a+b$:

$$k_aP_0=\frac{2k_ak_dk_d'}{\Delta}=k_d\frac S2,\qquad
k_a'\frac S2=\frac{2k_ak_a'k_d'}{\Delta}=k_d'P_2.$$

The hopping fluxes also cancel, because $p_A=p_B$. For identical sites every net current therefore vanishes for any positive rates. Zero current shows balance with respect to some distribution, not with respect to the one you intended. The check you need is the rate ratio. Your choice gives $k_a'/k_d'=xe^{-2\beta w}$, hence the equilibrium of a pair energy $2w$.

**Time dependence**

Let $u$ be the column of deviations $(p_0-P_0,\;p_2-P_2)$. Subtracting the stationary equations leaves $\dot u=-Mu$. With the trace $\tau=2k_a+k_d+k_a'+2k_d'$, the decay rates solve $\lambda^2-\tau\lambda+\Delta=0$:

$$\lambda_\pm=\frac{\tau\pm\sqrt{\tau^2-4\Delta}}2.$$

Here $\tau^2-4\Delta=(M_{11}-M_{22})^2+4k_dk_a'>0$, so the rates are real and distinct. Their sum $\tau$ and product $\Delta$ are positive, so both are positive and every initial distribution relaxes to the stationary one.

Since $(M-\lambda_+)(M-\lambda_-)=0$ by the Cayley–Hamilton theorem, $(M-\lambda_-)u(0)$ decays with $\lambda_+$ and $(\lambda_+-M)u(0)$ with $\lambda_-$. (A number beside $M$ multiplies the unit matrix.) These two vectors add to $(\lambda_+-\lambda_-)u(0)$, so

$$u(t)=\frac{(M-\lambda_-)e^{-\lambda_+t}+(\lambda_+-M)e^{-\lambda_-t}}{\lambda_+-\lambda_-}\,u(0).$$

Together with $D(t)$ this solves all four equations.

For a dose starting on an empty pair, write $p_2=P_2+C_-e^{-\lambda_-t}+C_+e^{-\lambda_+t}$. Initially $p_2=0$, and $\dot p_2=0$ because no site is yet filled. Thus

$$C_-+C_+=-P_2,\qquad \lambda_-C_-+\lambda_+C_+=0,$$

which gives $C_-=-P_2\lambda_+/(\lambda_+-\lambda_-)$ and $C_+=P_2\lambda_-/(\lambda_+-\lambda_-)$. Therefore

$$p_2(t)=P_2\left[1-\frac{\lambda_+e^{-\lambda_-t}-\lambda_-e^{-\lambda_+t}}{\lambda_+-\lambda_-}\right].$$

Two limits check this formula:

- At short times the terms linear in $t$ cancel, and the bracket becomes $\lambda_+\lambda_-t^2/2=\Delta t^2/2$. Hence $p_2\approx P_2\Delta t^2/2=k_ak_a't^2$: two successive adsorptions are needed.
- For $w=0$, put $k=k_a+k_d$. Then $\tau=3k$ and $\Delta=2k^2$, so $\lambda_-=k$ and $\lambda_+=2k$. The bracket is $1-2e^{-kt}+e^{-2kt}=(1-e^{-kt})^2$, and $P_2=(k_a/k)^2$. The result is the square of the single-site occupancy, as independence requires.

**A numerical case**

Take round model parameters: $T=500$ K, $w=0.05$ eV, $k_a=200$ s⁻¹, $k_d=100$ s⁻¹, $h=50$ s⁻¹ and $a=b=1/2$. Then $x=2$, $\beta w=1.160$ and $e^{-\beta w}=0.3133$, so

$$Z=1+4+4(0.3133)=6.253,\qquad P_2=\frac{4(0.3133)}{6.253}=0.200.$$

The null vector of the full rate matrix gives the same value. With your $a=b=1$, it falls to 0.073.

Beside a filled site, $k_a'=112.0$ s⁻¹ and $k_d'=178.6$ s⁻¹. Hence $\tau=969.2$ s⁻¹ and $\Delta=2.234\times10^5$ s⁻², which give $\lambda_-=377.7$ s⁻¹ and $\lambda_+=591.5$ s⁻¹. From an empty pair, $p_2$ is 0.016 after 1 ms, 0.082 after 3 ms and 0.189 after 10 ms. It reaches 95 % of its final value at 10.4 ms.

The difference $D$ decays at $100+112.0+2(50)=312.0$ s⁻¹, more slowly than either of the other modes. An empty start has $D(0)=0$ and does not excite it; a start with A alone filled does.

The splitting of $w$ between the two rates is a separate kinetic choice. With $b=1-a$, both $k_a'$ and $k_d'$ carry the same factor $e^{-a\beta w}$ relative to $a=0$. This factor cancels in their ratio, so $P_2$ stays at 0.200, but the kinetics change: $\lambda_-$ is 448.7, 377.7 and 238.7 s⁻¹ for $a=0$, $1/2$ and 1. Equilibrium occupancies alone therefore cannot determine $a$; it shows only in the time dependence.

**Check the pair occupancy as well as the coverage**

The coverage is $\theta=S/2+P_2=(x+y)/Z$, with $y=x^2e^{-\beta w}$ and $Z=1+2x+y$. Then

$$P_2-\theta^2=\frac{y(1+2x+y)-(x+y)^2}{Z^2}=\frac{x^2(e^{-\beta w}-1)}{Z^2}.$$

This is negative for repulsion and positive for attraction. Here $\theta=0.520$ and $P_2-\theta^2=-0.070$.

Mean field replaces the neighbour's occupation by its average, $\theta/(1-\theta)=xe^{-\beta w\theta}$, and takes the pair occupancy as $\theta^2$. It gives a coverage of 0.522, close to the exact 0.520, but a pair occupancy of 0.272, which is 36 % above the exact value. In this case, agreement in coverage alone would not reveal the missing correlation.

A kinetic Monte Carlo run with the corrected rates and 100,000 independent pairs gave $p_2=0.0835$ at 3 ms, against 0.0819 from the formula, with a standard error of 0.0009. At 30 ms it gave 0.1984 against 0.2004, with a standard error of 0.0013. Both deviations are below two standard errors. The numerical output below lists the remaining values.

**Carrying this over to your lattice**

If a site has $n$ filled neighbours and the energy is a sum of pair terms, filling it changes the weight by $xe^{-n\beta w}$. The same link argument then requires this value for the ratio of adsorption to desorption rate. Hopping now needs a condition too. If a molecule has $n$ filled neighbours before a hop and $n'$ after it, the ratio of the forward to the backward hopping rate must be $e^{-(n'-n)\beta w}$. A constant $h$ is harmless for the isolated pair, where a hop never changes the energy, but on a larger lattice it generally breaks detailed balance and shifts the occupancies. The two-site formula for $P_2$ does not carry over, because each site then has other neighbours too. An irreversible surface reaction has no reverse rate, so there is no detailed balance to impose on that step, and the stationary state is then no longer the Boltzmann one. The reversible adsorption, desorption and hopping steps beside it must still obey the ratios above. If, in the numerical case, each adsorbed molecule is also removed irreversibly at 1 s⁻¹, the pair occupancy is 0.199 with $a=b=1/2$ but 0.0725 with $a=b=1$.

## Computed values

```
temperature T = 500 K, kT = 0.043087 eV
pair energy w = 0.050 eV, w/kT = 1.16045
Boltzmann factor exp(-w/kT) = 0.31334
ka = 200 1/s, kd = 100 1/s, hop = 50 1/s
x = ka/kd = 2.000, mu - epsilon = 0.02987 eV
beside filled site: ka' = 111.954 1/s, kd' = 178.644 1/s
partition sum Z = 6.25338
stationary p0 = 0.15991, pA = pB = 0.31983
stationary P2, null vector of rate matrix = 0.20043219
stationary P2, Boltzmann formula          = 0.20043219
coverage = 0.52026, coverage squared = 0.27067
correlation P2 - coverage^2 = -0.07024
balanced flux on each link (1/s):
  empty-A 31.9827, A-both 35.8060, A-B 15.9914
M = [[500.000, 100.000], [111.954, 469.243]] 1/s
trace = 969.243 1/s, det = 223425.9 1/s^2
lambda- = 377.701 1/s, lambda+ = 591.542 1/s
decay rate of pA - pB = 311.954 1/s
filling from empty: t (ms), p0, pA+pB, p2, coverage
     1  0.68470  0.29896  0.01633  0.16581
     3  0.37148  0.54662  0.08190  0.35521
    10  0.17133  0.63997  0.18870  0.50868
    30  0.15992  0.63966  0.20043  0.52025
p2/(ka ka' t^2) at t = 0.01 ms: 0.99678
time to 95 % of final P2 = 10.437 ms
start with only A filled: pA - pB at 3 ms = 0.39225
splitting a (b = 1-a): lambda- (1/s), lambda+ (1/s), P2
  0.0  448.666  889.609  0.20043
  0.5  377.701  591.542  0.20043
  1.0  238.687  523.982  0.20043
mean field: coverage = 0.52187, pair = 0.27235
mean-field pair error = 35.9 %
interaction counted twice (a = b = 1): P2 = 0.07283
kinetic Monte Carlo, 100000 independent pairs, from empty:
  t = 3 ms: p2 = 0.08352, formula 0.08190, standard error 0.00087
  t = 30 ms: p2 = 0.19838, formula 0.20043, standard error 0.00127
```
